# Merging ion-depth moments from parallel workers without losing digits

Protons of about 1 MeV entering silicon stop roughly 16 µm below the surface, with a spread of about half a micrometre. A Monte Carlo calculation follows many such ions, and the work is shared among workers that each see part of the sample. At the end one wants the mean depth and the straggling of all ions together, without sending every depth to one place. What must each worker keep, and how should the records be joined when the spread is small compared with the depth?

## Five ions by hand

Let worker $a$ have two ions, stopped at 15 and 17 µm, and worker $b$ three, at 15, 16 and 20 µm. Each keeps its count $n$, its mean $m$ and its centred second moment $S$, the sum of squared deviations from its own mean:

$$n_a=2,\quad m_a=16,\quad S_a=(-1)^2+1^2=2,$$
$$n_b=3,\quad m_b=17,\quad S_b=(-2)^2+(-1)^2+3^2=14.$$

The mean of all five is the count-weighted mean, $(2\cdot16+3\cdot17)/5=16.6$ µm. The sum $S_a+S_b=16$ µm² is not yet the second moment of the five, because each part was measured from a different centre. From the common mean the deviations are $-1.6,\,0.4,\,-1.6,\,-0.6,\,3.4$, and their squares add up to

$$2.56+0.16+2.56+0.36+11.56=17.2\ \text{µm}^2 .$$

The missing 1.2 µm² comes from the distance between the worker means. The mean of worker $a$ is 0.6 µm shallower than the common mean, that of worker $b$ 0.4 µm deeper, and $2(0.6)^2+3(0.4)^2=0.72+0.48=1.2$.

There is a second route. Keep the raw sums $T=\sum x$ and $Q=\sum x^2$, which merge by plain addition, and subtract at the end. Here $T=83$ and $Q=1395$, so

$$Q-\frac{T^2}{n}=1395-\frac{6889}{5}=1395-1377.8=17.2 .$$

The algebra agrees. Now let every result be rounded to three significant digits. Then $Q$ becomes 1400, $T^2$ becomes 6890, and $6890/5=1378$ becomes 1380. The difference is 20 instead of 17.2, an error of 16% of $S$, although no single rounding exceeded 0.4%. The centred merge needs only the numbers 0.6, 16.6, 1.2 and 17.2, all of which fit into three digits, and it returns 17.2.

## The merge in general

Take $n$ ions of equal weight with depths $x_i$, mean $m=\frac1n\sum x_i$ and $S=\sum(x_i-m)^2$. For any fixed depth $c$, write $x_i-c=(x_i-m)+(m-c)$ and square:

$$\sum(x_i-c)^2=\sum(x_i-m)^2+2(m-c)\sum(x_i-m)+n(m-c)^2 .$$

The middle term vanishes because $\sum(x_i-m)=nm-nm=0$. Hence the shift lemma

$$\sum(x_i-c)^2=S+n(m-c)^2 .\tag{1}$$

Let the tallies $a$ and $b$ contain no ion in common, and let $n=n_a+n_b>0$ and $\delta=m_b-m_a$. The common mean is

$$m=\frac{n_am_a+n_b(m_a+\delta)}{n}=m_a+\delta\,\frac{n_b}{n}.\tag{2}$$

It follows that $m_a-m=-\delta n_b/n$ and $m_b-m=\delta-\delta n_b/n=\delta n_a/n$. Apply (1) to each tally with $c=m$ and add:

$$S=S_a+S_b+n_a\frac{\delta^2n_b^2}{n^2}+n_b\frac{\delta^2n_a^2}{n^2}
=S_a+S_b+\delta^2\frac{n_an_b(n_b+n_a)}{n^2}.$$

Since $n_a+n_b=n$, one power of $n$ cancels:

$$S=S_a+S_b+\delta^2\,\frac{n_an_b}{n}.\tag{3}$$

For the five ions the last term is $1\cdot 6/5=1.2$, as before.

Equations (2) and (3) give the mean and second moment of the union of the two data sets. The result therefore cannot depend on the order or grouping of successive merges, as long as the arithmetic is exact. In rational arithmetic, six groups of 0, 1, 7, 20, 3 and 12 numbers, merged forwards, backwards and in two halves, gave results identical to the definition. With rounded numbers the order affects the last digits.

Three cases are useful.

- **One new ion.** With $n_b=1$, $S_b=0$ and $m_b=x$, the merge is a streaming update: $m$ increases by $\delta/n$ and $S$ by $\delta^2(n-1)/n$, where $\delta=x-m_a$ and $n$ includes the new ion. A worker needs no list of depths.
- **An empty tally.** If $n_b=0$, the other tally is unchanged. If both are empty, there is no mean, and the division must be skipped.
- **Workers with different beams.** If two equal tallies come from two implant energies with mean depths $\delta$ apart, (3) adds $n\delta^2/4$ to $S$, or $\delta^2/4$ to the variance. Leaving out this term would lose the separation of the two peaks altogether.

The population straggling is $\sigma=\sqrt{S/n}$. The unbiased estimate of the variance of the parent distribution, for independent ions, is $S/(n-1)$; for a million ions the difference does not matter.

## Why the raw moments lose digits

Let the computed sums be $T(1+\varepsilon_T)$ and $Q(1+\varepsilon_Q)$. Inserting them in $S=Q-T^2/n$ and subtracting the true $S$ leaves

$$\Delta S=Q\,\varepsilon_Q-\frac{T^2}{n}\left(2\varepsilon_T+\varepsilon_T^2\right).$$

Define the ratio $r=m/\sigma$, so that $r^2=nm^2/S$. Equation (1) with $c=0$ reads $Q=S+nm^2$, hence $Q/S=1+r^2$. Also $T=nm$, hence $T^2/(nS)=nm^2/S=r^2$. Division by $S$ gives

$$\frac{\Delta S}{S}=(1+r^2)\,\varepsilon_Q-r^2\left(2\varepsilon_T+\varepsilon_T^2\right).\tag{4}$$

The final square, division and subtraction add roundings of their own, of order $ur^2$, where $u$ is the largest relative error of one rounding: $6.0\times10^{-8}$ in single and $1.1\times10^{-16}$ in double precision.

The subtraction itself is not the main culprit. It exposes errors already present in two large, nearly equal numbers. Unless the errors in $Q$ and $T$ happen to compensate, the amplification costs about $\log_{10}r^2=2\log_{10}r$ decimal digits, on top of whatever the long summation has already cost.

In the five-ion example $r^2=16.6^2/3.44=80$. The rounding of $Q$ from 1395 to 1400 is a relative error of 0.0036, and $81\times0.0036=0.29$. The rounding of $T^2/n$ from 1377.8 to 1380 contributes $-2.2/17.2=-0.13$. Together they give the 16% found above.

## What the centred merge can and cannot save

Some loss happens before any estimator is chosen, when the depths are stored. Let each $x_i$ be stored as $x_i+e_i$ with $|e_i|\le u|x_i|$. Regard the deviations $x_i-m$ as a vector of length $\sqrt S$. Storage adds the vector $e_i-\bar e$, where $\bar e$ is the mean error. By (1) its squared length is $\sum e_i^2-n\bar e^2\le\sum e_i^2\le u^2Q$. The triangle inequality then gives, for the stored data's moment $S'$,

$$\left|\sqrt{S'}-\sqrt S\right|\le u\sqrt Q=u\sqrt{S(1+r^2)} .$$

Write $\sqrt{S'}=\sqrt S\,(1+\theta)$, so that $|\theta|\le u\sqrt{1+r^2}$. Since $S'/S-1=2\theta+\theta^2$,

$$\left|\frac{S'}{S}-1\right|\le2u\sqrt{1+r^2}+u^2(1+r^2).\tag{5}$$

For large $r$ and small $ur$ this is about $2ur$: linear in $r$, where (4) is quadratic. Under the assumed limit $|e_i|\le u|x_i|$ the bound can nearly be reached: two depths of 31 and 33, pushed apart by relative errors equal to the single-precision $u$, reach 0.9995 of it. Actual rounding near 31 is at most about half that large, so real storage does somewhat better in this case.

Next consider an error $e$ in $\delta$, caused by rounding of the worker means. Let $w=n_an_b/n^2$, which is at most $1/4$. By (3) the variance $S/n$ contains $w\delta^2$, so the error changes it by

$$w\left[(\delta+e)^2-\delta^2\right]=w(2\delta e+e^2).$$

Because $S_a$ and $S_b$ are not negative, $\sigma^2\ge w\delta^2$, or $\sqrt w\,|\delta|\le\sigma$. Therefore $2w|\delta e|\le2\sqrt w\,\sigma|e|\le\sigma|e|$, and

$$\frac{|\text{change of }\sigma^2|}{\sigma^2}\le\frac{|e|}{\sigma}+\frac{e^2}{4\sigma^2}.\tag{6}$$

Equality occurs for equal counts, no spread within either worker, and $e$ of the same sign as $\delta$. If $e$ is a modest multiple of $um$, the first term is the same multiple of $ur$. The additions in (3) involve no negative terms, so they do not cancel, though their roundings can still build up over a long stream.

A scan in double precision shows the two laws. Each sample had 256 normally distributed values of unit spread around a centre $r$, with 40 samples for each $r$. The raw sums were taken in one stream, while the centred tallies came from eight workers of 32 values, so the grouping differed as well as the formula. Between $r=10$ and $r=10^7$ the rms relative error of $S$ grew with a fitted power of 1.99 for raw moments and 1.00 for centred ones. At $r=10^7$ the errors were 9% and $2.9\times10^{-10}$.

## A cure for existing raw sums

A code that accumulates raw sums can be largely repaired by subtracting a fixed depth $c$ near the expected mean from each ion before summing. This removes most of the amplification, but not the rounding that builds up in a long single-precision sum. The second moment $S$ does not depend on the origin, and (4) then holds with $r$ replaced by $(m-c)/\sigma$. In the five-ion example $c=16$ turns the depths into $-1,1,-1,0,4$, with $T=3$ and $Q=19$, and $19-9/5=17.2$ survives three-digit arithmetic. All workers must use the same $c$ if their sums are to be added. The method requires an advance estimate of the mean; the centred merge does not.

## A million protons

Take a model profile with mean depth 16000 nm and straggling 500 nm. Its longer tail points towards the surface and is drawn from a reflected gamma law of shape 4. Sixty-four workers follow 16000 ions each, 1,024,000 in all, and store the depths in single precision, as a memory-saving tally might. The moments of the stored numbers, found in integer arithmetic, are the reference for all errors below:

$$m=16000.17\ \text{nm},\qquad\sigma=499.62\ \text{nm}=0.4996\ \text{µm},\qquad r=32.0,\qquad r^2=1025.6 .$$

Raw moments thus cost $2\log_{10}32.0=3.0$ digits. Storage alone changed $S$ by a relative $4.3\times10^{-9}$, far below the worst case of $3.8\times10^{-6}$ from (5), which would need the rounding errors to act together.

**One stream, raw sums.** In single precision the errors of the sums were $\varepsilon_T=1.782\times10^{-4}$ and $\varepsilon_Q=-3.955\times10^{-5}$. Equation (4) gives

$$\frac{\Delta S}{S}=1026.6\,(-3.955\times10^{-5})-1025.6\,(3.564\times10^{-4})=-0.041-0.366=-0.41,$$

where $\varepsilon_T^2$ is too small to matter. The observed error was $-0.406$, and the straggling came out as $499.6\sqrt{1-0.406}=385$ nm. Two sums, each wrong by less than 0.02%, have together removed 115 nm from the straggling; most of the loss comes from $T$.

Why is $T$ so far off? Near its final value of $1.6\times10^{10}$ nm, neighbouring single-precision numbers are 1024 nm apart. Each new depth is in effect rounded to a multiple of 1024 nm. If these errors were independent with zero mean, each would have an rms size of about $1024/\sqrt{12}=296$ nm, and a million of them would add up to some $3\times10^5$ nm. This is an overestimate, because the spacing is finer earlier in the stream. The actual error is $1.782\times10^{-4}\times1.64\times10^{10}=2.9\times10^6$ nm, still about ten times larger. The cause is a systematic rounding bias, possible because the depths spread over only about one spacing. Averaged over the model profile, rounding a depth to a multiple of 1024 nm adds 6.46 nm, and rounding to a multiple of 512 nm removes 0.85 nm. About 487,000 additions fall in the first range and 268,000 in the second, which gives $3.15\times10^6-0.23\times10^6=2.9\times10^6$ nm.

**One stream, centred update.** With the same data, order and precision, the relative error of $S$ was $-4.6\times10^{-4}$ and the straggling 499.51 nm. The mean was off by $-0.60$ nm. Here streaming meets its own limit. Just below 16384 nm the spacing of single-precision numbers is about 0.001 nm, so an update $\delta/n$ below half of that can vanish. At $n=10^6$ this removes updates from ions within about 500 nm of the mean. The final offset alone would correspond to a relative effect of only $(0.60/500)^2\approx10^{-6}$ on the variance. The rest comes from coarse rounding in the growing sum $S$: with an accurate mean and $S$ in single precision the error is still $-4.6\times10^{-4}$, while a single-precision mean with $S$ in double precision gives only $-1.4\times10^{-6}$.

**Sixty-four workers.** Shorter streams help both methods. With grouping, data and precision held fixed, the rms relative error of a worker's $S$ was

- $3.9\times10^{-3}$ for raw moments,
- $1.5\times10^{-5}$ for raw moments after subtracting 15000 nm,
- $2.2\times10^{-6}$ for the centred update.

The shift lowers the ratio from 32 to $(16000.17-15000)/499.62=2.0$, and the factor $1+r^2$ from 1027 to 5. After merging, the raw result for $S$ was wrong by $1.0\times10^{-3}$ and the centred one by $-1.5\times10^{-6}$. The corresponding stragglings were 499.87 and 499.62 nm.

**Double precision.** On the same stored depths, even one long stream of raw sums had a relative error of only $2.5\times10^{-10}$. The merged centred result was wrong by $7\times10^{-16}$. Three lost digits are harmless when sixteen are available. At this $r$ and this number of ions the danger lies in long single-precision sums taken ion by ion (pairwise summation of the same raw sums in single precision errs by only about $10^{-4}$); a much larger $r$ would bring it back in double precision.

## Is the rounding error larger than the noise?

A rounding error matters when it is comparable with the statistical error. Let the ions be independent, with true mean $\mu$, true variance $\sigma_0^2$ and kurtosis $\kappa=\langle(x-\mu)^4\rangle/\sigma_0^4$. Equation (1) with $c=\mu$ gives

$$\frac Sn=\frac1n\sum(x_i-\mu)^2-(m-\mu)^2 .$$

The last term is of order $\sigma_0^2/n$ and can be dropped for large $n$. The first is an average of $n$ independent terms, each with variance $\langle(x-\mu)^4\rangle-\sigma_0^4=(\kappa-1)\sigma_0^4$. The relative standard error of the variance is therefore, to leading order,

$$\sqrt{\frac{\kappa-1}{n}} .\tag{7}$$

The sample has $\kappa=4.46$, so (7) gives $\sqrt{3.46/1024000}=1.8\times10^{-3}$. Since $\sigma$ is the square root of the variance, its relative error is half as large, or 0.46 nm. For a single worker (7) predicts 1.5%; the scatter among the 64 worker variances was 1.4%.

In this sample the merged raw result in single precision thus carries a rounding error about half the statistical standard error. The single raw stream is wrong by some 220 standard errors, while the centred merge is wrong by less than a thousandth of one. More ions reduce the noise, but they also lengthen the sums, so a raw single-precision tally summed ion by ion does not become safe by running longer.

Independence enters (7) but not the merge. If two workers start from the same random seed, (2) and (3) still describe the listed depths correctly, but repeated histories carry no new information and (7) is too optimistic. Ions with unequal weights need sums of weights in place of counts in (1) to (3), and a different error formula.

## From the tally to the silicon

The mean and straggling used here are rough, typical values for 1 MeV protons in silicon, as used in power devices. A beam energy spread of 0.1%, with range growing roughly as energy to the power 1.7, spreads the range by $1.7\times10^{-3}\times16000=27$ nm. Added in quadrature, this raises the straggling by 0.7 nm. Close to 1 MeV the local power is nearer 1.5, which gives 24 nm and 0.6 nm instead. Either value is more than the statistical error of 0.46 nm found for the model profile. Tilting the wafer by 7° makes the mean depth shallower by $16000(1-\cos7^\circ)=119$ nm. The tilt also changes the straggling by several nanometres: projection lowers it by $500(1-\cos7^\circ)=3.7$ nm, while the lateral spread of the ions now enters the depth and raises it by an amount of similar order. Channelling, which lets some ions travel deeper along open crystal directions, is left out and not estimated.

A much more serious assumption than a sharp beam energy or an untilted wafer is that the ions stay where they stop. Free diffusion for a time $t$ adds $2Dt$ to the variance. In an anneal of 1800 s at 673 K, this equals $\sigma^2$ when

$$D=\frac{\sigma^2}{2t}=\frac{(5.0\times10^{-5}\ \text{cm})^2}{3600\ \text{s}}=6.9\times10^{-13}\ \text{cm}^2/\text{s}.$$

A rough law for free hydrogen in silicon, with prefactor $10^{-2}$ cm²/s and barrier 0.5 eV, gives $1.8\times10^{-6}$ cm²/s, 2.6 million times more. The free-diffusion length $\sqrt{2Dt}$ would be about 0.8 mm, so the surfaces of a wafer would matter and the implanted peak would be gone. Trapping at implantation damage slows hydrogen, but it would have to lower the effective diffusivity by more than that factor to keep the added spread below the original straggling. Trapping matters even before the anneal: extended to 300 K, the same law gives $4.0\times10^{-11}$ cm²/s, and free hydrogen would spread by one straggling in about half a minute. The merged moments therefore describe the depths at which the ions stop. They also describe the as-implanted hydrogen profile only if traps hold the hydrogen near those depths; the annealed profile needs a diffusion and trapping model. The full set of values is in the numerical output below.

## Calculated quantities

```
model mean depth, straggling: 16000, 500 nm
gamma shape: 4; workers: 64; ions each: 16000
total ions: 1024000
unit roundoff single, double: 5.960e-08, 1.110e-16
exact sample mean: 16000.1684 nm
exact sample straggling: 499.6217 nm = 0.4996 um
exact sample variance S/n: 249621.89 nm^2
r = mean/straggling: 32.025; r^2: 1025.6
digits lost, 2 log10 r: 3.01
sample skewness, kurtosis: -0.995, 4.462
storage rounding, relative change of S: 4.32e-09
storage rounding, bound: 3.82e-06
two-depth case, fraction of bound reached: 0.99951
-- single precision, one stream --
relative error of T: 1.782e-04; of Q: -3.955e-05
raw S, relative error observed: -0.40607
raw S, relative error predicted: -0.40607
raw variance S/n: 148258.82 nm^2
raw straggling: 385.0439 nm
centred S, relative error: -4.567e-04
centred straggling: 499.5076 nm
centred mean error: -0.5990 nm
-- single precision, 64 workers --
rms relative error of worker S, raw: 3.897e-03
rms relative error of worker S, centred: 2.225e-06
same, raw after shift by 15000 nm: 1.524e-05
merged raw S, relative error: 1.004e-03
merged raw straggling: 499.8724 nm
merged centred S, relative error: -1.474e-06
merged centred straggling: 499.6214 nm
merged mean error: 0.0025 nm
-- double precision, same depths --
raw S (one stream), relative error: 2.51e-10
merged centred S, relative error: -6.87e-16
-- double-precision scan, rms relative error of S --
r = 1e+01: raw 9.76e-14, merged 2.55e-16
r = 1e+03: raw 1.03e-09, merged 2.14e-14
r = 1e+05: raw 9.16e-06, merged 1.81e-12
r = 1e+07: raw 9.20e-02, merged 2.85e-10
log-log slope: raw 1.994, merged 1.004
-- sampling error --
worker variance scatter, seen: 0.0139
worker variance scatter, formula: 0.0147
relative standard error of total variance: 0.00184
standard error of straggling: 0.459 nm
standard error of mean: 0.494 nm
-- neglected effects, rough inputs --
energy spread: 1.0e-03; range power: 1.7
range spread from beam: 27.2 nm
straggling added by beam: 0.74 nm
mean shift at 7 degree tilt: 119 nm
anneal: 673 K, 1800 s
free H: D0 1e-02 cm2/s, barrier 0.5 eV
free H diffusivity: 1.8e-06 cm2/s
diffusivity that equals straggling: 6.9e-13 cm2/s
ratio of the two diffusivities: 2.6e+06
```
